# Recovering the Equilibrium Admittance Matrix of a Gate, Channel and Bulk Network: a numerical check

```python
"""Three-terminal admittance of a gate (g), channel (c), bulk (b) device.

Result under test: charge conservation and voltage-shift invariance leave four
independent complex entries of Y (I = Y V, currents into the device), and
equilibrium reciprocity leaves three: Y_gc, Y_gb, Y_cb. Two drives recover them.

State: surface potential s, electron and hole quasi-Fermi voltages vn and vp,
trap filling f. Terminal voltages: vg (measured from flat band), vc, vb.
Lengths are in cm, charges in C, currents in A, potentials in V.
"""
import itertools
from types import SimpleNamespace
import numpy as np
from scipy.constants import e as q, epsilon_0, k, h, hbar, m_e
from scipy.integrate import quad
from scipy.optimize import brentq

T_OX = 10e-7
SIDE = 100e-4                  # channel length = channel width
AREA = SIDE**2
C_OX = 3.9 * epsilon_0 / 100 / T_OX
EPS_S = 11.7 * epsilon_0 / 100
N_A = 1e17
N_TRAP = 1e11
TRAP_ABOVE_MIDGAP = 0.45
HALF_GAP = 0.56
SUBBAND_SHIFT = 0.05
SIGMA_N, SIGMA_P, V_THERMAL = 1e-17, 1e-15, 1e7
MOBILITY = 300.0
R_BULK = 1000.0
FREQ = 1e5
OMEGA = 2 * np.pi * FREQ
VG = 1.5
STEP = 1e-30


def device(temp=300.0, sheet_dos=5e14):
    vt = k * temp / q
    ni = 1e10 * (temp / 300)**1.5 * np.exp(
        -HALF_GAP * q / k * (1 / temp - 1 / 300))
    phi_f = vt * np.log(N_A / ni)
    return SimpleNamespace(
        vt=vt, dos=sheet_dos, phi_band=HALF_GAP + phi_f + SUBBAND_SHIFT,
        phi_trap=phi_f + TRAP_ABOVE_MIDGAP,
        rn=V_THERMAL * SIGMA_N * ni * np.exp(TRAP_ABOVE_MIDGAP / vt),
        rp=V_THERMAL * SIGMA_P * ni * np.exp(-TRAP_ABOVE_MIDGAP / vt))


def electron_density(s, vn, d):
    return d.dos * d.vt * np.log1p(np.exp((s - vn - d.phi_band) / d.vt))


def model(x, d):
    """Net charge, three charges, their three feeding currents,
    gate charge, channel current, bulk current."""
    s, vn, vp, f, vg, vc, vb = x
    dens = electron_density(s, vn, d)
    psi = s - vp
    bend = psi - d.vt + d.vt * np.exp(-psi / d.vt)
    q_gate = AREA * C_OX * (vg - s)
    q_n = -q * AREA * dens
    q_p = -AREA * np.sqrt(2 * q * EPS_S * N_A * bend)
    q_t = -q * AREA * N_TRAP * f
    scale = q * AREA * N_TRAP
    capture_n = scale * d.rn * (
        (1 - f) * np.exp((s - vn - d.phi_trap) / d.vt) - f)
    capture_p = scale * d.rp * (
        f * np.exp(-(s - vp - d.phi_trap) / d.vt) - (1 - f))
    i_c = 12 * q * MOBILITY * dens * (vc - vn)
    i_b = (vb - vp) / R_BULK
    return np.array([q_gate + q_n + q_p + q_t, q_n, q_p, q_t,
                     i_c + capture_n, i_b - capture_p,
                     capture_p - capture_n, q_gate, i_c, i_b])


def jacobian(x, d):
    """Derivatives of the nonlinear model by the complex-step method."""
    cols = []
    for j in range(7):
        z = np.array(x, dtype=complex)
        z[j] += 1j * STEP
        cols.append(model(z, d).imag / STEP)
    return np.array(cols).T


def operating_point(vg, vc, vb, d):
    def guess(s):
        a = np.exp((s - vc - d.phi_trap) / d.vt)
        b = np.exp(-(s - vb - d.phi_trap) / d.vt)
        f = (d.rn * a + d.rp) / (d.rn * (1 + a) + d.rp * (1 + b))
        return np.array([s, vc, vb, f, vg, vc, vb])
    s0 = brentq(lambda s: model(guess(s), d)[0], 0.1, 1.6, xtol=1e-14)
    x = guess(s0)
    rows = [0, 4, 5, 6]
    weight = np.array([1e6, 1, 1, 1])
    for _ in range(40):
        change = np.linalg.solve(weight[:, None] * jacobian(x, d)[rows, :4],
                                 -weight * model(x, d)[rows])
        x[:4] += change
        if np.max(abs(change)) < 1e-11:
            return x
    raise AssertionError("dc state did not converge")


def linear_admittance(x, omega, d):
    """Y from numerical linearization of the nonlinear equations."""
    jac = jacobian(x, d).astype(complex)
    eqs = np.vstack([omega * jac[0], 1j * omega * jac[1:4] - jac[4:7]])
    out = np.vstack([1j * omega * jac[7], jac[8], jac[9]])
    return out[:, 4:] - out[:, :4] @ np.linalg.solve(eqs[:, :4], eqs[:, 4:])


def network_admittance(s, omega, d, slices=1):
    """Y from the derived equilibrium network of two-terminal elements."""
    u = (s - d.phi_band) / d.vt
    f = 1 / (1 + np.exp(-(s - d.phi_trap) / d.vt))
    c_n = q * AREA * d.dos / (1 + np.exp(-u))
    bend = s - d.vt + d.vt * np.exp(-s / d.vt)
    c_p = AREA * np.sqrt(2 * q * EPS_S * N_A) * (
        1 - np.exp(-s / d.vt)) / (2 * np.sqrt(bend))
    unit = q * AREA * N_TRAP / d.vt
    sheet = q * MOBILITY * electron_density(s, 0.0, d)
    link = 4 * slices * sheet
    contact = 12 * sheet if slices == 1 else 2 * link
    nodal = np.zeros((4 + 3 * slices,) * 2, dtype=complex)

    def join(a, b, y):
        nodal[a, a] += y
        nodal[b, b] += y
        nodal[a, b] -= y
        nodal[b, a] -= y

    hole = 3
    join(2, hole, 1 / R_BULK)
    for m in range(slices):
        surf, elec, trap = 4 + 3 * m, 5 + 3 * m, 6 + 3 * m
        join(0, surf, 1j * omega * AREA * C_OX / slices)
        join(surf, elec, 1j * omega * c_n / slices)
        join(surf, hole, 1j * omega * c_p / slices)
        join(surf, trap, 1j * omega * unit * f * (1 - f) / slices)
        join(elec, trap, unit * d.rn * f / slices)
        join(trap, hole, unit * d.rp * (1 - f) / slices)
        if m == 0:
            join(1, elec, contact)
        else:
            join(elec - 3, elec, link)
    return nodal[:3, :3] - nodal[:3, 3:] @ np.linalg.solve(
        nodal[3:, 3:], nodal[3:, :3])


def measured_column(x0, terminal, amplitude, omega, d, points=15):
    """Periodic solution of the nonlinear device under a sinusoidal drive;
    returns the fundamental terminal currents divided by the amplitude."""
    phase = 2 * np.pi * np.arange(points) / points
    harmonics = np.fft.fftfreq(points, 1 / points)
    diff = np.fft.ifft(1j * harmonics[:, None]
                       * np.fft.fft(np.eye(points), axis=0), axis=0).real
    x = np.tile(x0, (points, 1))
    x[:, 4 + terminal] += amplitude * np.cos(phase)
    converged = False
    for _ in range(40):
        val = np.array([model(row, d) for row in x])
        jac = np.array([jacobian(row, d) for row in x])
        res = np.zeros((points, 4))
        res[:, 0] = omega * val[:, 0]
        res[:, 1:] = omega * diff @ val[:, 1:4] - val[:, 4:7]
        big = np.zeros((points, 4, points, 4))
        big[:, 1:] = omega * np.einsum('km,mij->kimj', diff, jac[:, 1:4, :4])
        for m in range(points):
            big[m, 0, m] = omega * jac[m, 0, :4]
            big[m, 1:, m] -= jac[m, 4:7, :4]
        change = np.linalg.solve(big.reshape(4 * points, -1), -res.ravel())
        x[:, :4] += change.reshape(points, 4)
        if np.max(abs(change)) < 1e-11:
            converged = True
            break
    assert converged
    val = np.array([model(row, d) for row in x])
    currents = np.array([omega * diff @ val[:, 7], val[:, 8], val[:, 9]])
    return 2 / points * currents @ np.exp(-1j * phase) / amplitude


def rebuild(gc, gb, cb):
    return np.array([[-gc - gb, gc, gb], [gc, -gc - cb, cb],
                     [gb, cb, -gb - cb]])


def relative(a, b):
    return np.max(abs(a - b) / abs(b))


# Count free entries from the constraints, and the rank of sets of readings.
sums, symmetry = [], []
for i in range(3):
    row, col = np.zeros((3, 3)), np.zeros((3, 3))
    row[i, :] = 1
    col[:, i] = 1
    sums += [row.ravel(), col.ravel()]
for i, j in [(0, 1), (0, 2), (1, 2)]:
    m = np.zeros((3, 3))
    m[i, j], m[j, i] = 1, -1
    symmetry.append(m.ravel())
free_general = 9 - np.linalg.matrix_rank(np.array(sums))
free_reciprocal = 9 - np.linalg.matrix_rank(np.array(sums + symmetry))
assert (free_general, free_reciprocal) == (4, 3)
basis = np.array([rebuild(*unit) for unit in np.eye(3)])
one_drive = [np.linalg.matrix_rank(basis[:, :, j]) for j in range(3)]
two_drives = np.linalg.matrix_rank(basis[:, [1, 2, 1], [0, 0, 2]])
self_rank = np.linalg.matrix_rank(basis[:, [0, 1, 2], [0, 1, 2]])
assert one_drive == [2, 2, 2] and two_drives == 3 and self_rank == 3

# Equilibrium: linearized nonlinear device against the derived network.
dev = device()
eq = operating_point(VG, 0.0, 0.0, dev)
Y = linear_admittance(eq, OMEGA, dev)
size = np.max(abs(Y))
assert np.max(abs(Y.sum(axis=0))) < 1e-9 * size
assert np.max(abs(Y.sum(axis=1))) < 1e-9 * size
asym_eq = np.max(abs(Y - Y.T)) / size
assert asym_eq < 1e-9
assert relative(network_admittance(eq[0], OMEGA, dev), Y) < 1e-8
assert abs(model(eq, dev)[8]) < 1e-16
passive = np.linalg.eigvalsh((Y.real + Y.real.T) / 2)
assert passive[0] > -1e-9 * size and passive[1] > 0
assert -Y[0, 2].real < 0       # negative branch conductance, passive device

# Simulated measurement, recovery from two drives, prediction of the third.
AMP = 1e-3
meas = np.array([measured_column(eq, j, AMP, OMEGA, dev) for j in range(3)]).T
assert np.max(abs(meas.sum(axis=0))) < 1e-6 * size
error_1 = relative(meas, Y)
assert error_1 < 1e-3          # second-order effect of the finite amplitude
double = np.array([measured_column(eq, j, 2 * AMP, OMEGA, dev)
                   for j in range(3)]).T
growth = np.max(abs(double - Y)) / np.max(abs(meas - Y))
assert 3.8 < growth < 4.2
recovered = rebuild(meas[1, 0], meas[2, 0], meas[1, 2])
predict_error = relative(recovered[:, 1], meas[:, 1])
assert predict_error < 2e-3    # amplitude effect of two drives
reciprocity_reading = abs(meas[0, 2] - meas[2, 0]) / abs(meas[2, 0])
assert reciprocity_reading < 2e-3


def from_self(diagonal):
    g, c, b = diagonal
    return np.array([g + c - b, g + b - c, c + b - g]) / 2


branches = -np.array([Y[0, 1], Y[0, 2], Y[1, 2]])
assert relative(from_self(np.diag(Y)), branches) < 1e-8
GAIN = 1e-3
worst = np.max([abs(from_self(np.diag(Y) * (1 + GAIN * np.array(sg)))
                    - branches) / abs(branches)
                for sg in itertools.product([-1, 1], repeat=3)], axis=0)
bound = GAIN * np.sum(abs(np.diag(Y))) / 2 / abs(branches)
assert np.all(worst <= bound * (1 + 1e-6))
assert worst[1] > GAIN

# Forward bias between channel and bulk: sums survive, reciprocity fails.
LOW = 2 * np.pi * 1e3
VG_BIASED, VC_BIASED = 0.67, -0.5
biased = operating_point(VG_BIASED, VC_BIASED, 0.0, dev)
Yb = linear_admittance(biased, LOW, dev)
size_b = np.max(abs(Yb))
assert np.max(abs(Yb.sum(axis=0))) < 1e-8 * size_b
assert np.max(abs(Yb.sum(axis=1))) < 1e-8 * size_b
cyclic = np.array([Yb[0, 1] - Yb[1, 0], Yb[1, 2] - Yb[2, 1],
                   Yb[2, 0] - Yb[0, 2]])
assert np.max(abs(cyclic - cyclic[0])) < 1e-8 * size_b
asym_biased = abs(cyclic[0]) / abs(Yb[0, 1])
assert asym_biased > 0.01
rest = operating_point(VG_BIASED, 0.0, 0.0, dev)
Yr = linear_admittance(rest, LOW, dev)
assert np.max(abs(Yr - Yr.T)) < 1e-8 * np.max(abs(Yr))

# Effects left out of the lumped example.
sliced = network_admittance(eq[0], OMEGA, dev, slices=40)
assert np.max(abs(sliced - sliced.T)) < 1e-9 * size
slow_lumped = network_admittance(eq[0], LOW, dev)
slow_sliced = network_admittance(eq[0], LOW, dev, slices=40)
assert abs(slow_sliced[1, 1].real / slow_lumped[1, 1].real - 1) < 0.01
pairs = ([0, 0, 1], [1, 2, 2])
distributed = abs(sliced[pairs] / Y[pairs] - 1)
large = measured_column(eq, 1, 10e-3, OMEGA, dev)
large_error = relative(large, Y[:, 1])
density = electron_density(eq[0], 0.0, dev)
boltzmann = dev.dos * dev.vt * np.exp((eq[0] - dev.phi_band) / dev.vt)
junction = 2 * SIDE * 5e-4 * np.sqrt(q * EPS_S * N_A / (2 * 1.0))
overlap = 2 * SIDE * 0.1e-4 * C_OX
v_ox = VG - eq[0]
action = quad(lambda r: np.sqrt(2 * 0.42 * m_e * q * (3.1 - v_ox * r)) / hbar,
              0, 1)[0] * T_OX / 100
log_tunnel = (np.log10(q * AREA * density * (0.1 * q / h) / dev.vt
                       / abs(Y[0, 1])) - 2 * action / np.log(10))
hot = device(400.0)
Y_hot = linear_admittance(operating_point(VG, 0.0, 0.0, hot), OMEGA, hot)
thin = device(300.0, 2.5e14)
Y_thin = linear_admittance(operating_point(VG, 0.0, 0.0, thin), OMEGA, thin)
dos_change = abs(Y_thin[pairs] / Y[pairs] - 1)


def show(label, z, factor, unit):
    print(f"{label}: {z.real*factor:.4f} {z.imag*factor:+.4f}j {unit}")


print(f"oxide {T_OX*1e7:.0f} nm, channel side {SIDE*1e4:.0f} um")
print(f"acceptors {N_A:.1e} cm^-3, traps {N_TRAP:.1e} cm^-2")
print(f"trap above midgap {TRAP_ABOVE_MIDGAP:.2f} eV")
print(f"capture sections n, p: {SIGMA_N:.0e}, {SIGMA_P:.0e} cm^2")
print(f"effective sheet DOS {dev.dos:.1e} cm^-2 eV^-1")
print(f"mobility {MOBILITY:.0f} cm2/Vs, bulk resistance {R_BULK:.0f} ohm")
print(f"gate minus flat-band voltage {VG:.2f} V, T = 300 K")
print(f"frequency {FREQ/1e3:.0f} kHz, drive {AMP*1e3:.0f} mV")
print(f"free entries: general {free_general}, reciprocal {free_reciprocal}")
print(f"rank: one drive {one_drive[0]}, two drives {two_drives}")
print(f"surface potential {eq[0]:.4f} V, trap filling {eq[3]:.4f}")
print(f"channel electrons {density:.3e} cm^-2")
print(f"oxide capacitance {AREA*C_OX*1e12:.3f} pF")
show("gate drive, I_c", meas[1, 0] * AMP, 1e9, "nA")
show("gate drive, I_b", meas[2, 0] * AMP, 1e9, "nA")
show("bulk drive, I_c", meas[1, 2] * AMP, 1e9, "nA")
show("bulk drive, I_g", meas[0, 2] * AMP, 1e9, "nA")
for name, (i, j) in zip(("gc", "gb", "cb"), ((0, 1), (0, 2), (1, 2))):
    show(f"recovered Y_{name}", recovered[i, j], 1e6, "uS")
    show(f"small-signal Y_{name}", Y[i, j], 1e6, "uS")
    print(f"branch {name}: C = {-Y[i, j].imag/OMEGA*1e12:.3f} pF, "
          f"G = {-Y[i, j].real*1e6:.4f} uS")
for i, name in enumerate(("gg", "cc", "bb")):
    show(f"small-signal Y_{name}", Y[i, i], 1e6, "uS")
print("eigenvalues of Re Y (uS):", np.round(passive * 1e6, 4) + 0.0)
print(f"largest measured-entry error at 1 mV: {100*error_1:.4f} %")
print(f"error growth on doubling the drive: {growth:.3f}")
print(f"channel-drive prediction error: {100*predict_error:.4f} %")
print(f"reciprocity reading mismatch: {100*reciprocity_reading:.4f} %")
print("self-method error for 0.1 % gain error, gc gb cb (%):",
      np.round(100 * worst, 3))
print(f"biased: Vg-Vfb {VG_BIASED} V, Vc {VC_BIASED} V, 1 kHz")
print(f"biased dc channel current {model(biased, dev)[8]*1e9:.4f} nA")
show("biased Y_gc", Yb[0, 1], 1e9, "nS")
show("biased Y_cg", Yb[1, 0], 1e9, "nS")
print(f"biased |Y_gc-Y_cg|/|Y_gc| = {asym_biased:.4f}")
print("distributed-channel change, gc gb cb (%):",
      np.round(100 * distributed, 2))
print(f"largest channel-drive error at 10 mV: {100*large_error:.2f} %")
print(f"junction capacitance, rough: {junction*1e12:.3f} pF (adds to cb)")
print(f"overlap capacitance, rough: {overlap*1e12:.3f} pF (adds to gc)")
print(f"oxide field {v_ox/T_OX/1e6:.3f} MV/cm")
print(f"log10(tunnel conductance/|Y_gc|), rough: {log_tunnel:.0f}")
print("400 K branch C, gc gb cb (pF):",
      np.round(-Y_hot[pairs].imag / OMEGA * 1e12, 3))
print(f"Boltzmann density excess: {100*(boltzmann/density-1):.2f} %")
print("halved sheet DOS, change gc gb cb (%):", np.round(100 * dos_change, 1))
print("tests ok")
```

Printed output:

```
oxide 10 nm, channel side 100 um
acceptors 1.0e+17 cm^-3, traps 1.0e+11 cm^-2
trap above midgap 0.45 eV
capture sections n, p: 1e-17, 1e-15 cm^2
effective sheet DOS 5.0e+14 cm^-2 eV^-1
mobility 300 cm2/Vs, bulk resistance 1000 ohm
gate minus flat-band voltage 1.50 V, T = 300 K
frequency 100 kHz, drive 1 mV
free entries: general 4, reciprocal 3
rank: one drive 2, two drives 3
surface potential 0.9073 V, trap filling 0.8279
channel electrons 1.270e+11 cm^-2
oxide capacitance 34.531 pF
gate drive, I_c: -3.4001 -13.5325j nA
gate drive, I_b: 0.7373 -1.7944j nA
bulk drive, I_c: -0.9786 -3.7966j nA
bulk drive, I_g: 0.7373 -1.7944j nA
recovered Y_gc: -3.4001 -13.5325j uS
small-signal Y_gc: -3.4001 -13.5325j uS
branch gc: C = 21.538 pF, G = 3.4001 uS
recovered Y_gb: 0.7373 -1.7944j uS
small-signal Y_gb: 0.7373 -1.7944j uS
branch gb: C = 2.856 pF, G = -0.7373 uS
recovered Y_cb: -0.9786 -3.7966j uS
small-signal Y_cb: -0.9786 -3.7966j uS
branch cb: C = 6.042 pF, G = 0.9786 uS
small-signal Y_gg: 2.6628 +15.3269j uS
small-signal Y_cc: 4.3787 +17.3291j uS
small-signal Y_bb: 0.2413 +5.5909j uS
eigenvalues of Re Y (uS): [0.     0.0409 7.2419]
largest measured-entry error at 1 mV: 0.0005 %
error growth on doubling the drive: 4.000
channel-drive prediction error: 0.0004 %
reciprocity reading mismatch: 0.0004 %
self-method error for 0.1 % gain error, gc gb cb (%): [0.14  1.003 0.497]
biased: Vg-Vfb 0.67 V, Vc -0.5 V, 1 kHz
biased dc channel current -0.7377 nA
biased Y_gc: -0.8301 -65.5434j nS
biased Y_cg: 3.6294 -65.6005j nS
biased |Y_gc-Y_cg|/|Y_gc| = 0.0680
distributed-channel change, gc gb cb (%): [1.21 1.91 1.21]
largest channel-drive error at 10 mV: 0.04 %
junction capacitance, rough: 0.911 pF (adds to cb)
overlap capacitance, rough: 0.069 pF (adds to gc)
oxide field 0.593 MV/cm
log10(tunnel conductance/|Y_gc|), rough: -40
400 K branch C, gc gb cb (pF): [27.18   1.681  8.029]
Boltzmann density excess: 0.49 %
halved sheet DOS, change gc gb cb (%): [12.6 19.3 13. ]
tests ok
```
